# One-Body and Two-Body Operators in Second Quantization for Fermions

## Result and conventions

Let $\varphi_p(x)$ be orthonormal one-electron functions, where $x$ stands for position and, if present, spin; $\int dx$ then includes the sum over spin. Let $a_p^\dagger$ create and $a_p$ annihilate an electron in $\varphi_p$. The operators

$$O_1=\sum_{i} h(i),\qquad O_2=\frac12\sum_{i\neq j} v(i,j),\qquad v(i,j)=v(j,i), \tag{1}$$

which act on the coordinates of $N$ electrons, are represented for every $N$ by

$$O_1=\sum_{pq}h_{pq}\,a_p^\dagger a_q,\qquad O_2=\frac12\sum_{pqrs}v_{pqrs}\,a_p^\dagger a_q^\dagger a_s a_r, \tag{2}$$

with the integrals

$$h_{pq}=\int \varphi_p^*(x)\,h\,\varphi_q(x)\,dx, \tag{3}$$

$$v_{pqrs}=\iint \varphi_p^*(x)\varphi_q^*(x')\,v(x,x')\,\varphi_r(x)\varphi_s(x')\,dx\,dx'. \tag{4}$$

In (4) the indices $p,r$ belong to one electron and $q,s$ to the other. The annihilators in (2) stand in the order $a_sa_r$, reversed with respect to the indices of $v_{pqrs}$. The order matters because fermion annihilators anticommute: writing $a_ra_s$ with the same integrals would change the sign of the whole interaction.

In a complete basis, (2) holds as an operator identity on functions for which the expressions are defined. In a finite basis it gives the correct matrix elements between all determinants built from that basis, as shown below. Hartree atomic units are used.

## Determinants and the operators that build them

For one-electron functions $f_1,\dots,f_N$ define the antisymmetrized product

$$|f_1\cdots f_N\rangle=\frac{1}{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\,f_1(x_{P1})\cdots f_N(x_{PN}), \tag{5}$$

where $P$ runs over the permutations of $1,\dots,N$. This is a Slater determinant. It is linear in each entry, changes sign when two entries are exchanged, and vanishes when two entries are equal. For basis functions we write $|k_1\cdots k_N\rangle$.

The overlap of two such states contains a double sum over permutations $P$ and $Q$, with prefactor $1/N!$. Renaming the integration variables shows that each of the $N!$ choices of $P$ contributes the same amount. One sum therefore cancels the prefactor, and the other is a determinant:

$$\langle g_1\cdots g_N|f_1\cdots f_N\rangle=\det\big[\langle g_i|f_j\rangle\big]. \tag{6}$$

For basis functions $\langle m_i|k_j\rangle=\delta_{m_ik_j}$, so a determinant with distinct labels is normalized.

**Creation.** Define

$$a_p^\dagger|k_1\cdots k_N\rangle=|p\,k_1\cdots k_N\rangle,\qquad a_p^\dagger|0\rangle=|p\rangle, \tag{7}$$

where $|0\rangle$ is the normalized state without electrons. Repeated use gives $|k_1\cdots k_N\rangle=a_{k_1}^\dagger\cdots a_{k_N}^\dagger|0\rangle$. Since $|p\,q\,k_1\cdots\rangle=-|q\,p\,k_1\cdots\rangle$,

$$a_p^\dagger a_q^\dagger+a_q^\dagger a_p^\dagger=0,\qquad a_pa_q+a_qa_p=0. \tag{8}$$

The second relation is the adjoint of the first.

**Annihilation.** The operator $a_q$ is the adjoint of $a_q^\dagger$. Its matrix elements are therefore

$$\langle m_2\cdots m_N|a_q|k_1\cdots k_N\rangle=\langle q\,m_2\cdots m_N|k_1\cdots k_N\rangle.$$

By (6) the right side is a determinant whose first row is $\delta_{qk_1},\dots,\delta_{qk_N}$. Expansion along this row gives the sign $(-1)^{i-1}$ for column $i$, multiplied by the overlap of $\langle m_2\cdots m_N|$ with the list from which $k_i$ has been removed. Because this holds for every bra,

$$a_q|k_1\cdots k_N\rangle=\sum_{i=1}^N(-1)^{i-1}\delta_{qk_i}\,|k_1\cdots \hat{k}_i\cdots k_N\rangle, \tag{9}$$

where the hat marks the removed label. Also $a_q|0\rangle=0$, because $a_q^\dagger$ never produces a state without electrons.

Now compare the two orders of $a_q$ and $a_p^\dagger$. In the list $p\,k_1\cdots k_N$ the label $k_i$ stands in place $i+1$, so (9) gives

$$a_qa_p^\dagger|k_1\cdots k_N\rangle=\delta_{pq}|k_1\cdots k_N\rangle+\sum_i(-1)^i\delta_{qk_i}|p\,k_1\cdots\hat{k}_i\cdots k_N\rangle,$$

$$a_p^\dagger a_q|k_1\cdots k_N\rangle=\sum_i(-1)^{i-1}\delta_{qk_i}|p\,k_1\cdots\hat{k}_i\cdots k_N\rangle.$$

The sums cancel on addition, and

$$a_qa_p^\dagger+a_p^\dagger a_q=\delta_{pq}. \tag{10}$$

Orthonormality has been used here. For overlapping orbitals the first row in the expansion would contain overlaps instead of Kronecker deltas, and (2) with the integrals (3) and (4) would need to be changed.

## The one-body operator

The sum $O_1$ treats all electrons alike. It is unchanged by a permutation of the coordinates and may therefore be applied before the antisymmetrization in (5). Acting on a simple product, $h(i)$ changes the factor of electron $i$ alone. In a complete basis

$$h\varphi_k=\sum_p h_{pk}\,\varphi_p, \tag{11}$$

as projection on $\varphi_p$ confirms. Linearity of the determinant in each entry then gives

$$O_1|k_1\cdots k_N\rangle=\sum_{i=1}^N\sum_p h_{pk_i}\,|k_1\cdots \underset{i}{p}\cdots k_N\rangle. \tag{12}$$

The notation means that $p$ has replaced $k_i$ in place $i$. Thus $O_1$ replaces one orbital at a time, and the integral is the amplitude of the replacement.

If the basis is finite, (11) acquires a remainder orthogonal to all basis functions. A determinant with this remainder as an entry has zero overlap with every determinant of the basis, because one column in (6) vanishes. Equation (12) therefore still gives the correct matrix elements within the basis.

We need an operator that performs the replacement. Let

$$E_{pq}=a_p^\dagger a_q. \tag{13}$$

Its commutator with a creator follows from (10) and then (8):

$$\begin{aligned}
[E_{pq},a_k^\dagger]&=a_p^\dagger a_qa_k^\dagger-a_k^\dagger a_p^\dagger a_q\\
&=a_p^\dagger(\delta_{qk}-a_k^\dagger a_q)-a_k^\dagger a_p^\dagger a_q\\
&=\delta_{qk}a_p^\dagger-(a_p^\dagger a_k^\dagger+a_k^\dagger a_p^\dagger)a_q=\delta_{qk}a_p^\dagger .
\end{aligned} \tag{14}$$

Move $E_{pq}$ to the right through the string $a_{k_1}^\dagger\cdots a_{k_N}^\dagger|0\rangle$. Each creator passed contributes its commutator, in which $a_{k_i}^\dagger$ is replaced by $\delta_{qk_i}a_p^\dagger$ in the same place. At the end $E_{pq}|0\rangle=0$. Hence

$$E_{pq}|k_1\cdots k_N\rangle=\sum_{i=1}^N\delta_{qk_i}\,|k_1\cdots\underset{i}{p}\cdots k_N\rangle. \tag{15}$$

No sign appears, because the new orbital takes the place of the old one. Multiply (15) by $h_{pq}$ and sum over $p$ and $q$. The Kronecker delta sets $q=k_i$, and the result is the right side of (12). This proves the one-body formula in (2).

## The two-body operator

The operator $O_2$ is also unchanged by permutations of the electrons, so it too may act before antisymmetrization. For one pair, expansion in products of basis functions gives

$$v(x,x')\varphi_k(x)\varphi_l(x')=\sum_{pq}v_{pqkl}\,\varphi_p(x)\varphi_q(x'). \tag{16}$$

With $k=k_i$ and $l=k_j$ this yields

$$O_2|k_1\cdots k_N\rangle=\frac12\sum_{i\neq j}\sum_{pq}v_{pqk_ik_j}\,|k_1\cdots\underset{i}{p}\cdots\underset{j}{q}\cdots k_N\rangle. \tag{17}$$

The places are labelled by $i$ and $j$; the way (17) is written does not imply $i<j$. In a finite basis the remainder in (16) is orthogonal to all products $\varphi_p(x)\varphi_q(x')$. Every term of a bra determinant contains such a product in the coordinates of the pair, so the remainder again contributes nothing.

The operator required by (17) replaces $r$ by $p$ in one place and $s$ by $q$ in a different place. Call it $R_{pqrs}$:

$$R_{pqrs}|k_1\cdots k_N\rangle=\sum_{i\neq j}\delta_{rk_i}\delta_{sk_j}\,|k_1\cdots\underset{i}{p}\cdots\underset{j}{q}\cdots k_N\rangle. \tag{18}$$

Then $O_2=\frac12\sum v_{pqrs}R_{pqrs}$, and it remains to express $R_{pqrs}$ by creators and annihilators.

Two successive replacements, $E_{pr}E_{qs}$, come close. By (15), $E_{qs}$ first replaces $s$ by $q$ in some place $j$. Then $E_{pr}$ replaces $r$ by $p$ in some place $i$. The terms with $i\neq j$ are those of (18). There are also terms with $i=j$, in which the orbital $q$ just inserted is itself replaced by $p$. This requires $q=r$, and the net effect is to replace $s$ by $p$. Therefore

$$E_{pr}E_{qs}=R_{pqrs}+\delta_{qr}E_{ps}. \tag{19}$$

Using (10) to exchange the middle operators,

$$\begin{aligned}
R_{pqrs}&=a_p^\dagger a_ra_q^\dagger a_s-\delta_{qr}a_p^\dagger a_s\\
&=a_p^\dagger(\delta_{qr}-a_q^\dagger a_r)a_s-\delta_{qr}a_p^\dagger a_s\\
&=-a_p^\dagger a_q^\dagger a_ra_s\\
&=a_p^\dagger a_q^\dagger a_sa_r .
\end{aligned} \tag{20}$$

The last line uses $a_ra_s=-a_sa_r$ from (8). Insertion into $O_2=\frac12\sum v_{pqrs}R_{pqrs}$ proves the two-body formula in (2).

Equation (20) shows where the reversed order comes from. Moving both creators to the left carries $a_q^\dagger$ past $a_r$, which costs one minus sign. Exchanging the two annihilators absorbs it. The operators are then nested: the outer pair $a_p^\dagger,a_r$ belongs to one electron and the inner pair $a_q^\dagger,a_s$ to the other, as in the integral (4).

The reversal is tied to this index convention. If one defines $w_{pqrs}=v_{pqsr}$, renaming the summation indices gives $O_2=\frac12\sum w_{pqrs}a_p^\dagger a_q^\dagger a_ra_s$. The order looks different, but the nesting by electrons is the same.

## What the order means

The adjoint gives a second view of the same fact. The pair state $|rs\rangle=a_r^\dagger a_s^\dagger|0\rangle$ has the bra

$$\langle rs|=\langle0|a_sa_r, \tag{21}$$

since taking the adjoint reverses a product. In the two-electron space, two annihilations leave only the vacuum component, so $|pq\rangle\langle rs|=a_p^\dagger a_q^\dagger a_sa_r$ there. The operator removes the pair $rs$ and inserts the pair $pq$, with the phase fixed by the definition of the two states.

A constant interaction $v(x,x')=c$ provides a check on both sign and factor. Orthonormality gives $v_{pqrs}=c\,\delta_{pr}\delta_{qs}$, so that

$$O_2=\frac c2\sum_{p}a_p^\dagger\Big(\sum_q a_q^\dagger a_q\Big)a_p. \tag{22}$$

By (15), $\sum_q a_q^\dagger a_q$ counts the electrons. Acting on an $N$-electron state, $a_p$ leaves $N-1$ electrons, so the inner sum gives $N-1$. The remaining sum $\sum_pa_p^\dagger a_p$ gives $N$. The result is $cN(N-1)/2$: one contribution $c$ for each pair. With $a_ra_s$ in place of $a_sa_r$, the energy would be $-cN(N-1)/2$, and a repulsion would act as an attraction.

The formula also gives zero for a single electron, because the second annihilator finds nothing to remove. The product of two replacements does not have this property. From (19),

$$\frac12\sum_{pqrs}v_{pqrs}E_{pr}E_{qs}=O_2+\frac12\sum_{pqs}v_{pqqs}\,a_p^\dagger a_s. \tag{23}$$

The last term is a one-body operator that comes from $i=j$, an electron interacting with itself. For one electron in $\varphi_1$ its expectation value is

$$\frac12\sum_q v_{1qq1}\;\longrightarrow\;\frac12\int|\varphi_1(x)|^2\,v(x,x)\,dx \tag{24}$$

as the basis becomes complete, because $\sum_q\varphi_q(x)\varphi_q^*(x')\to\delta(x-x')$. This limit requires an interaction that is regular at zero distance. For the bare Coulomb interaction $v(x,x)$ is infinite, and the right side of (24) has no finite value. The formula (2) contains no such term.

A finite basis calls for care when operators are multiplied. Equation (2) then represents each operator projected onto the chosen space. The product of two projected operators omits intermediate states outside that space, and so need not equal the projection of the product.

## Two electrons in a box

Consider two electrons of equal spin in a one-dimensional box, $0<x<L$, with $L=4$ bohr. The common spin factor can be omitted. The orbitals are $\varphi_n=\sqrt{2/L}\,\sin(n\pi x/L)$, and the operators are

$$h=-\frac12\frac{d^2}{dx^2}+Fx,\qquad v(x,x')=\frac{1}{\sqrt{(x-x')^2+b^2}}, \tag{25}$$

with $F=0.1$ hartree/bohr and $b=1$ bohr. These are model parameters. The state considered is the determinant $|12\rangle$. It is not an eigenstate of $O_1+O_2$, as the off-diagonal elements below show, so the energy calculated here is an expectation value.

**One-body part.** Each $\varphi_n$ is an eigenfunction of the kinetic energy with eigenvalue $n^2\pi^2/(2L^2)$. Its density is symmetric about the middle of the box, so the mean position is $L/2$. Hence

$$h_{nn}=\frac{n^2\pi^2}{2L^2}+\frac{FL}{2}, \tag{26}$$

which gives $h_{11}=0.5084$ and $h_{22}=1.4337$ hartree. By (15), the diagonal element of $O_1$ is the sum over occupied orbitals:

$$\langle12|O_1|12\rangle=0.5084+1.4337=1.9421\ \text{hartree}. \tag{27}$$

**Two-body part.** Apply the annihilators with the signs of (9):

$$a_2a_1|12\rangle=a_2|2\rangle=|0\rangle,\qquad a_1a_2|12\rangle=-a_1|1\rangle=-|0\rangle. \tag{28}$$

Thus $(r,s)=(1,2)$ gives $+1$ and $(2,1)$ gives $-1$. On the left, $\langle12|a_p^\dagger a_q^\dagger$ is the adjoint of $a_qa_p|12\rangle$, so $(p,q)=(1,2)$ gives $+1$ and $(2,1)$ gives $-1$. All other index choices vanish. Four terms remain:

$$\langle12|O_2|12\rangle=\tfrac12\big(v_{1212}-v_{1221}-v_{2112}+v_{2121}\big). \tag{29}$$

Exchanging the names $x$ and $x'$ in (4), with $v(x,x')=v(x',x)$, gives

$$v_{pqrs}=v_{qpsr}. \tag{30}$$

Therefore $v_{2121}=v_{1212}$ and $v_{2112}=v_{1221}$. The factor $\frac12$ cancels the double counting:

$$\langle12|O_2|12\rangle=v_{1212}-v_{1221}=0.7069-0.1320=0.5749\ \text{hartree}. \tag{31}$$

The first integral is the repulsion of the two orbital densities. The second is the exchange integral, which enters because the state is antisymmetric. Direct integration of the two-electron determinant over both coordinates also gives $0.5749$ hartree. The order $a_ra_s$ gives $-0.5749$ hartree, a negative energy for an interaction that is positive everywhere. The total expectation value is

$$\langle12|O_1+O_2|12\rangle=1.9421+0.5749=2.5170\ \text{hartree}=68.49\ \text{eV}. \tag{32}$$

**Off-diagonal elements.** To reach $|13\rangle$ from $|12\rangle$ with one replacement, orbital 2 must become orbital 3. Equation (15) then gives

$$\langle13|O_1|12\rangle=h_{32}=-0.0778\ \text{hartree}. \tag{33}$$

To reach $|34\rangle$, both orbitals must change. The signs on the right are those of (28), and the same argument applies to the bra with 3 and 4 in place of 1 and 2. With (30),

$$\begin{aligned}
\langle34|O_2|12\rangle&=\tfrac12\big(v_{3412}-v_{3421}-v_{4312}+v_{4321}\big)\\
&=v_{3412}-v_{3421}\\
&=0.04417-(-0.00267)=0.04684\ \text{hartree}.
\end{aligned} \tag{34}$$

Here the second integral is negative, so subtracting it increases the element. The operator $O_1$ cannot connect these two determinants, since it replaces one orbital at a time.

**Self-interaction.** For one electron in orbital 1, the spurious term in (24) is $0.3900$ hartree with one orbital in the basis, $0.4560$ with two, $0.4969$ with five and $0.5000$ with twenty. The complete-basis limit follows from $v(x,x)=1/b$ and the normalization of $\varphi_1$: it is $1/(2b)=0.5$ hartree. Enlarging the basis therefore does not remove the error of the uncorrected product; in this model it brings the error to a finite value. The correctly ordered operator gives zero for one electron in every basis.

The numerical check also compares (2) with direct coordinate integration for three electrons in complex orbitals, where a misplaced index or complex conjugate could show. The largest deviation is about $2\times10^{-12}$ hartree, while the largest two-body matrix element is $1.96$ hartree.

## Calculated quantities

```
box length = 4.0 bohr
slope of linear potential = 0.1 hartree/bohr
softening length = 1.0 bohr
number of orbitals in tests = 5
number of three-electron determinants = 10
Largest deviations, three electrons, complex orbitals:
  one-body formula: 6.9e-14 hartree
  two-body formula: 2.1e-12 hartree
  order a_r a_s against minus O2: 2.1e-12 hartree
  largest two-body element: 1.9639 hartree
Two electrons in orbitals 1 and 2:
  h_11 = 0.508425 hartree
  h_22 = 1.433701 hartree
  h_11 + h_22 = 1.942126 hartree
  v_1212 (direct) = 0.706943 hartree
  v_1221 (exchange) = 0.132045 hartree
  nonzero <12|a+_p a+_q a_s a_r|12>, no unit:
    p,q,r,s = 1,2,1,2: +1
    p,q,r,s = 1,2,2,1: -1
    p,q,r,s = 2,1,1,2: -1
    p,q,r,s = 2,1,2,1: +1
  <12|O2|12>, formula = 0.574897 hartree
  <12|O2|12>, coordinate grid = 0.574897 hartree
  same with order a_r a_s = -0.574897 hartree
  <12|O1+O2|12> = 2.517023 hartree
  <12|O1+O2|12> = 68.4917 eV
Off-diagonal elements:
  h_32 = -0.077815 hartree
  <13|O1|12>, coordinate grid = -0.077815 hartree
  v_3412 = 0.044174 hartree
  v_3421 = -0.002670 hartree
  v_3412 - v_3421 = 0.046843 hartree
  <34|O2|12>, coordinate grid = 0.046843 hartree
Spurious self-interaction of one electron in orbital 1:
  1 orbitals: 0.390000 hartree
  2 orbitals: 0.456023 hartree
  5 orbitals: 0.496868 hartree
  20 orbitals: 0.500000 hartree
  complete-basis limit: 0.500000 hartree
```
